# Dipole Correction for Periodic Slabs: Sawtooth Potential, Energy Term and Double Counting

A slab with two different faces is repeated along its normal \(z\) with period \(L\), the copies being separated by vacuum. The wanted quantities are those of a single slab with no applied field. The parts below find what the repetition changes and how to undo it.

The cell is \(-L/2<z<L/2\) and its lateral area is \(A\). Let \(\rho(z)\) be the charge density of ions and electrons together, averaged over the lateral directions. The slab is neutral, and \(\rho\) vanishes near the cell faces:
\[
\int\rho\,dz=0,\qquad m=\int z\rho\,dz,\qquad Q=\int z^2\rho\,dz .
\]
Integrals over \(z\) run over the cell, and \(m\) is the dipole per area. An electron has charge \(-e\), so its electrostatic energy is \(-e\phi\). Parts of the density that vary laterally are left aside until part (g).

## (a) What field does the repetition create?

**Find the potential of the isolated slab and that of the periodic array, and compare them inside one cell.**

For open boundaries take
\[
\phi_{\rm iso}(z)=-\frac{1}{2\varepsilon_0}\int|z-z'|\,\rho(z')\,dz' .
\]
Since \(d^2|z|/dz^2=2\delta(z)\), this obeys \(\phi_{\rm iso}''=-\rho/\varepsilon_0\). To the right of all charge \(|z-z'|=z-z'\). The term in \(z\) vanishes by neutrality, and
\[
\phi_{\rm iso}=-\frac{1}{2\varepsilon_0}(0-m)=+\frac{m}{2\varepsilon_0}.
\]
To the left \(|z-z'|=z'-z\), which gives \(-m/(2\varepsilon_0)\). The potential is flat on both sides, and it steps up by \(m/\varepsilon_0\) across the slab.

The periodic potential \(\phi_{\rm per}\) obeys the same Poisson equation in the cell. The difference therefore has zero second derivative, and \(\phi_{\rm per}=\phi_{\rm iso}+a+bz\). Equal values at the two cell faces require
\[
0=\phi_{\rm per}(L/2)-\phi_{\rm per}(-L/2)=\frac{m}{\varepsilon_0}+bL
\quad\Rightarrow\quad b=-\frac{m}{\varepsilon_0L}.
\]
The slopes at the two faces then agree as well, because \(\phi_{\rm iso}\) is flat at both.

Plane-wave calculations usually set the cell average of the potential to zero, and this fixes \(a\). The linear term averages to zero. For the other term,
\[
\int_{-L/2}^{L/2}|z-z'|\,dz=\tfrac12\left(\tfrac L2+z'\right)^2+\tfrac12\left(\tfrac L2-z'\right)^2=\frac{L^2}{4}+z'^2 .
\]
Multiplying by \(\rho(z')\) and integrating removes \(L^2/4\), so the average of \(\phi_{\rm iso}\) is \(-Q/(2\varepsilon_0L)\). Hence
\[
\phi_{\rm per}=\phi_{\rm iso}-\frac{m z}{\varepsilon_0L}+\frac{Q}{2\varepsilon_0L}.
\]
The artificial field is \(-b=+m/(\varepsilon_0L)\). It points along the dipole, and it fills both the vacuum and the slab.

## (b) Which potential removes it?

**Construct a potential that restores flat vacuum levels, and say where it may be discontinuous.**

The linear term of part (a) must be cancelled inside the cell:
\[
\boxed{\;\phi_{\rm dip}(z)=\frac{m z}{\varepsilon_0L},\qquad -\frac L2<z<\frac L2\;}
\]
Repeated with period \(L\), this is a sawtooth. It rises by \(m/\varepsilon_0\) through the cell and drops by the same amount at the cell face. The corrected potential \(\phi_{\rm per}+\phi_{\rm dip}\) equals \(\phi_{\rm iso}\) plus a constant, which does no work on a neutral slab.

The drop acts as an external dipole layer in the vacuum. It must lie where there is no charge, since electrons there would feel a force that the isolated slab does not have. If the slab is not centred, the cell boundary is moved into the vacuum and \(m\) is computed within that window.

As a test, three Gaussian sheets with charges \(0.5,-0.8,0.3\ e/\mathrm{nm}^2\) were placed at \(-0.6,0.1,0.5\) nm, with widths \(0.05,0.08,0.06\) nm and \(L=3\) nm. Their open-boundary potential is known in closed form. The corrected periodic potential, with the constant of part (a), differs from it by at most \(3\times10^{-15}\) V.

## (c) What energy belongs to the correction?

**Find the energy to be added to the periodic energy of a given charge density, and check it on two charged sheets.**

The charge produces its own potential, so its electrostatic energy is \((A/2)\int\rho\phi\,dz\). Self-energies of point nuclei are dropped in both geometries. The difference is
\[
\Delta E=\frac A2\int\rho\,(\phi_{\rm iso}-\phi_{\rm per})\,dz
=\frac A2\int\rho\left(\frac{mz}{\varepsilon_0L}-\frac{Q}{2\varepsilon_0L}\right)dz .
\]
The second term vanishes by neutrality, and the first contains \(\int z\rho\,dz=m\):
\[
\boxed{\;\Delta E=+\frac{A\,m^2}{2\varepsilon_0L}\;}
\]
This is half of \(A\int\rho\phi_{\rm dip}\,dz=Am^2/(\varepsilon_0L)\). The half is present because \(\phi_{\rm dip}\) is itself proportional to the dipole on which it acts. A fixed external field \(\mathcal E\) along \(+z\) is different: its energy is \(-Am\mathcal E\), without a half.

For the check, put a sheet \(-\sigma\) and a sheet \(+\sigma\) a distance \(d\) to its right, so that \(m=\sigma d\). When isolated, the field is \(-\sigma/\varepsilon_0\) between the sheets and zero outside. The field energy per area is \(\sigma^2d/(2\varepsilon_0)\). Repetition adds \(+\sigma d/(\varepsilon_0L)\) everywhere, and the field energy per area becomes
\[
\frac{\sigma^2}{2\varepsilon_0}\left[d\left(1-\frac dL\right)^2+(L-d)\frac{d^2}{L^2}\right]
=\frac{\sigma^2d}{2\varepsilon_0}\left(1-\frac dL\right)\left[1-\frac dL+\frac dL\right].
\]
The last bracket is 1. The periodic energy is thus lower by \(\sigma^2d^2/(2\varepsilon_0L)=m^2/(2\varepsilon_0L)\), as found above, and the correction is positive.

## (d) Why does the full sawtooth enter the Kohn–Sham equation?

**Derive the potential and the ionic force that follow from \(\Delta E\).**

Vary the charge density by \(\delta\rho\). Since \(\delta m=\int z\,\delta\rho\,dz\),
\[
\frac{\delta(\Delta E)}{A}=\frac{2m\,\delta m}{2\varepsilon_0L}=\int\frac{mz}{\varepsilon_0L}\,\delta\rho\,dz=\int\phi_{\rm dip}\,\delta\rho\,dz .
\]
The derivative of a quadratic energy cancels the half. Electrons therefore receive the full extra potential energy \(-e\phi_{\rm dip}=-emz/(\varepsilon_0L)\), while the total energy receives \(\Delta E\).

An ion of charge \(q\) moved by \(\delta z\) changes \(m\) by \(q\,\delta z/A\). The energy changes by
\[
\delta(\Delta E)=\frac{Am}{\varepsilon_0L}\,\frac{q\,\delta z}{A}=\frac{qm}{\varepsilon_0L}\,\delta z ,
\]
so the extra force is \(-qm/(\varepsilon_0L)\). It cancels the force of the artificial field.

## (e) What must be added when the energy is built from eigenvalues?

**A code obtains the kinetic energy from the Kohn–Sham eigenvalues but subtracts only the periodic potential. Find the missing term.**

Let \(n\) be the electron density, \(v_{\rm xc}\) the exchange-correlation potential, and \(f_i\) the occupations of the eigenvalues \(\epsilon_i\). At self-consistency the Kohn–Sham potential is \(-e(\phi_{\rm per}+\phi_{\rm dip})+v_{\rm xc}\). The eigenvalue sum is the kinetic energy \(T\) plus the integral of \(n\) times this potential, so that
\[
T=\sum_i f_i\epsilon_i+e\int n\,(\phi_{\rm per}+\phi_{\rm dip})\,dV-\int n\,v_{\rm xc}\,dV .
\]
The total energy is
\[
E=T+E_{\rm xc}+\frac12\int\rho\,\phi_{\rm per}\,dV+\Delta E .
\]
The code lacks the \(\phi_{\rm dip}\) term in \(T\), and it lacks \(\Delta E\). Split the dipole as \(m=m_{\rm ion}+m_{\rm el}\), where \(Am_{\rm el}=-e\int nz\,dV\). Then
\[
e\int n\,\phi_{\rm dip}\,dV=\frac{m}{\varepsilon_0L}\,e\int nz\,dV=-\frac{A\,m\,m_{\rm el}}{\varepsilon_0L}.
\]
The missing terms add up to
\[
\frac{A}{2\varepsilon_0L}\left(m^2-2m\,m_{\rm el}\right)
=\frac{A\,m\,(m_{\rm ion}-m_{\rm el})}{2\varepsilon_0L}
=\boxed{\;\frac{A\,(m_{\rm ion}^2-m_{\rm el}^2)}{2\varepsilon_0L}\;}
\]
Here \(z\) must be measured from the zero of the sawtooth. Ions and electrons are not separately neutral, so \(m_{\rm ion}\) and \(m_{\rm el}\) depend on the origin, and the eigenvalues shift with it too.

The right addition depends on what the code has already counted:

- If \(T\) is correct and the electrostatic energy uses \(\phi_{\rm per}\), add \(\Delta E\).
- If \(T\) is correct and the electrostatic energy is \(\frac12\int\rho(\phi_{\rm per}+\phi_{\rm dip})\,dV\), then \(\Delta E\) is already inside it. Add nothing.
- If the eigenvalue sum is corrected with \(\phi_{\rm per}\) alone and the electrostatic energy also uses \(\phi_{\rm per}\) alone, add the boxed term of this part.

## (f) Can the energy be corrected after an uncorrected run?

**Let the slab be polarizable. Find the dipole and energy of the uncorrected cell, and the error left if \(\Delta E\) is added only at the end.**

To leading order the isolated slab has the energy per area
\[
e(m)=e_0+\frac{(m-m_0)^2}{2\alpha}.
\]
In an applied field \(\mathcal E\) one minimizes \(e(m)-m\mathcal E\), which gives \(m=m_0+\alpha\mathcal E\). So \(\alpha\) is the polarizability per area. By part (c), the uncorrected cell minimizes \(e(m)-m^2/(2\varepsilon_0L)\) instead:
\[
\frac{m-m_0}{\alpha}=\frac{m}{\varepsilon_0L}
\quad\Rightarrow\quad
m_{\rm per}=\frac{m_0}{1-x},\qquad x=\frac{\alpha}{\varepsilon_0L}.
\]
This is a minimum if \(1/\alpha>1/(\varepsilon_0L)\), that is, if \(x<1\). For a uniform dielectric film of thickness \(d\) and relative permittivity \(\varepsilon_r\), the inner field is \(\mathcal E/\varepsilon_r\). Then \(\alpha=\varepsilon_0d(1-1/\varepsilon_r)\), and \(x=(d/L)(1-1/\varepsilon_r)\) approaches \(d/L\) for a metal. In a jellium film the screening charge sits slightly outside the background, so the effective \(d\) is larger than the background thickness.

For the energy, use \(m_{\rm per}-m_0=xm_{\rm per}\) and \(x/\alpha=1/(\varepsilon_0L)\). The error relative to \(e_0\) is
\[
\frac{x^2m_{\rm per}^2}{2\alpha}-\frac{m_{\rm per}^2}{2\varepsilon_0L}
=-\frac{(1-x)\,m_{\rm per}^2}{2\varepsilon_0L}
=-\frac{D}{1-x},\qquad D=\frac{m_0^2}{2\varepsilon_0L}.
\]
Adding \(m_{\rm per}^2/(2\varepsilon_0L)\) afterwards gives \(e(m_{\rm per})\), the isolated energy at the wrong dipole. The remaining error is
\[
e(m_{\rm per})-e_0=\frac{x^2m_{\rm per}^2}{2\alpha}=\frac{x\,m_{\rm per}^2}{2\varepsilon_0L}=D\,\frac{x}{(1-x)^2}.
\]
At fixed slab it falls as \(1/L^2\) for large \(L\), whereas the uncorrected error falls as \(1/L\). In this linear model the late correction reduces the size of the error only if \(x/(1-x)<1\), that is, \(x<1/2\). Including \(\phi_{\rm dip}\) during self-consistency avoids both errors.

## (g) How large are the effects for a metal film?

**Apply the results to a 1 nm film with an adsorbate layer on one face, and judge the model.**

The film is jellium with 180 electrons/nm³, roughly the valence density of aluminium, a metal used in gates and contacts. Its background extends from \(-0.4\) to \(0.6\) nm, with edges smoothed over 0.05 nm. It is treated by Kohn–Sham theory with local exchange and Wigner correlation. An electronegative adsorbate is modelled by frozen sheets of \(-0.1\) and \(+0.1\) C/m² at \(-0.8\) and \(-0.7\) nm, smoothed by the same width. The numerical output lists the main results.

**Corrected cell.** With \(L=3\) nm, \(m_{\rm ion}=18.0624\) and \(m_{\rm el}=-18.0010\) \(e\)/nm, so \(m=0.0614\) \(e\)/nm, or 9.845 pC/m. With \(e/\varepsilon_0=18.095\) V nm,
\[
\frac m{\varepsilon_0}=18.095\times0.0614\ \mathrm V=1.11\ \mathrm V,\qquad
\frac{\Delta E}{A}=\frac{18.095\times0.0614^2}{2\times3}\ \frac{\rm eV}{\rm nm^2}=11.4\ \frac{\rm meV}{\rm nm^2}.
\]
The work functions are 4.57 eV at the adsorbate face and 3.46 eV at the bare face, and they differ by the same step. An isolated film, computed with the kernel \(|z-z'|\) in a 5 nm window, gives the same values to the digits quoted. Its energy differs by \(3.5\times10^{-4}\) meV/nm².

The term of part (e) is far larger than \(\Delta E/A\):
\[
\frac{18.095}{2\times3}\left(18.0624^2-18.0010^2\right)\frac{\rm eV}{\rm nm^2}=6.68\ \frac{\rm eV}{\rm nm^2}.
\]
Most of it compensates the eigenvalue shift of a film that sits 0.1 nm off centre. Adding it to the eigenvalue-based energy reproduced the directly computed energy within 0.1 meV/nm².

**Uncorrected cells.** The same film gives the following values. The work function is read at the cell face, and the energy error is relative to the isolated film.

| \(L\) (nm) | dipole (pC/m) | vacuum field (MV/cm) | work function (eV) | energy error (meV/nm²) |
|---|---|---|---|---|
| 3 | 16.72 | 6.29 | 3.95 | −19.3 |
| 4 | 14.23 | 4.02 | 3.98 | −12.3 |
| 5 | 13.07 | 2.95 | 3.99 | −9.1 |

Small fields of \(\pm0.1\) V/nm applied to the isolated film give \(\alpha/\varepsilon_0=1.234\) nm. For \(L=3\) nm this means \(x=0.411\), and
\[
m_{\rm per}=\frac{9.845}{0.589}\ \mathrm{pC/m}=16.7\ \mathrm{pC/m},\qquad
-\frac{D}{1-x}=-\frac{11.4}{0.589}\ \frac{\rm meV}{\rm nm^2}=-19.4\ \frac{\rm meV}{\rm nm^2},
\]
in agreement with the table within rounding. The artificial field thus enlarges the dipole by 70 percent. Adding the energy term afterwards leaves \(+13.5\) meV/nm², an error of opposite sign and about 70 percent of the original size.

The work function changes little with \(L\), yet it approaches neither face value. To see why, let \(z_c=0.1\) nm be the film centre. The film without its adsorbate is symmetric about \(z_c\), so a weak field \(\mathcal E\) leaves the Fermi level unchanged to first order if its potential is zero there. At the right-hand cell face the field raises the electron energy by \(e\mathcal E(L/2-z_c)\). The induced dipole \(\alpha\mathcal E\) lowers it by \(e\alpha\mathcal E/(2\varepsilon_0)\), by part (a). With \(W_{\rm bare}\) the work function of the bare face, the apparent value is
\[
W_{\rm face}=W_{\rm bare}+e\mathcal E\left(\frac L2-z_c-\frac{\alpha}{2\varepsilon_0}\right).
\]
For \(L=3\) nm this is \(3.46+0.629\times(1.5-0.1-0.617)=3.95\) eV. For large \(L\), \(\mathcal E\to m_0/(\varepsilon_0L)\), and the limit is \(W_{\rm bare}+em_0/(2\varepsilon_0)\), the mean of the two work functions. A value that is steady against cell length can therefore be wrong for both faces.

**Comparison with real surfaces.** The measured work function of aluminium is about 4.1 to 4.4 eV, depending on the face, so the bare-face value here is low. Much of the difference comes from the smoothed background edge; a sharp edge raises the value to about 3.9 eV, still below the measured range. Real surfaces also break the assumption of structureless jellium. Replacing the background by five soft ion planes, with their width chosen to keep its total charge and second moment, changes the bare-face work function by \(-0.13\) eV. This number depends strongly on the chosen width and is not a prediction for a real lattice. A film 0.2 nm thicker changes it by \(-0.07\) eV, but the sign and size of this change vary with thickness, and other thicknesses can give a larger one. Removing correlation changes it by \(-1.04\) eV, which shows the weight of the functional but is not an estimate of its error. Real adsorbates also polarize one another. For a free-standing square array of \(N\) point dipoles per area with polarizability volume \(a\), the field of the neighbours reduces each dipole by the factor \(1/(1+aSN^{3/2})\), where \(S\) is the sum of \(r^{-3}\) over the array in units of its spacing. With round values \(N=4\) nm⁻² and \(a=0.001\) nm³ the loss is 6.7 percent, or about 0.07 V of the step. Image dipoles in the metal are left out of this estimate; they change it noticeably when the dipoles lie close to the image plane. These effects change \(m_0\) and \(\alpha\), not the electrostatic correction. The artificial 6.3 MV/cm is also not small on a device scale: thin silicon dioxide breaks down at roughly 10 MV/cm. The comparison gives only a scale, since 6.3 MV/cm is the field in the vacuum; by part (f) a dielectric film would carry \(1/\varepsilon_r\) of it, and the metal screens it.

**Conditions.** The electron density at the jump is \(1.3\times10^{-7}\) nm⁻³ here, so the sawtooth's drop is harmless. Lateral structure of period \(l\) decays in vacuum as \(e^{-2\pi s/l}\) with distance \(s\). For \(l=0.5\) nm and the 0.7 nm between adsorbate and cell face, the factor is \(1.5\times10^{-4}\). Thinner vacuum weakens both conditions. A charged slab needs a different treatment, because neutrality was used for the flat outer potential, for the constant in part (a) and for \(\Delta E\).

## Values computed for the example and the checks

```
Jellium density: 180 electrons/nm^3
Film thickness: 1.00 nm
Adsorbate sheet charge: 0.10 C/m^2
Adsorbate sheet separation: 0.10 nm
Frozen adsorbate dipole: 10.000 pC/m
e/eps0: 18.0951 V nm
Occupied subbands: 6
Gaussian test, largest potential error: 3.0e-15 V
Isolated dipole m0: 9.845 pC/m
Isolated potential step: 1.1119 V
Isolated work function, adsorbate face: 4.5734 eV
Isolated work function, bare face: 3.4615 eV
Corrected 3 nm dipole: 9.845 pC/m
Corrected 3 nm work function, adsorbate face: 4.5734 eV
Corrected 3 nm work function, bare face: 3.4615 eV
Corrected 3 nm energy term: 11.386 meV/nm^2
Corrected minus isolated energy: -3.5e-04 meV/nm^2
Ionic dipole about cell centre: 18.0624 e/nm
Electronic dipole about cell centre: -18.0010 e/nm
Term to add to eigenvalue-based energy: 6.6829 eV/nm^2
Polarizability alpha/eps0: 1.2336 nm
Uncorrected 3 nm dipole: 16.719 pC/m
Uncorrected 3 nm dipole from alpha: 16.720 pC/m
Uncorrected 3 nm vacuum field: 6.294 MV/cm
Uncorrected 3 nm work function at cell face: 3.9545 eV
Uncorrected 3 nm energy error: -19.338 meV/nm^2
Uncorrected 4 nm dipole: 14.234 pC/m
Uncorrected 4 nm dipole from alpha: 14.235 pC/m
Uncorrected 4 nm vacuum field: 4.019 MV/cm
Uncorrected 4 nm work function at cell face: 3.9771 eV
Uncorrected 4 nm energy error: -12.348 meV/nm^2
Uncorrected 5 nm dipole: 13.069 pC/m
Uncorrected 5 nm dipole from alpha: 13.069 pC/m
Uncorrected 5 nm vacuum field: 2.952 MV/cm
Uncorrected 5 nm work function at cell face: 3.9877 eV
Uncorrected 5 nm energy error: -9.070 meV/nm^2
Error if energy term is added afterwards, 3 nm: 13.502 meV/nm^2
Same error from alpha: 13.506 meV/nm^2
Electron density at the jump: 1.3e-07 /nm^3
Ion layering, bare-face work function change: -0.1321 eV
Film 0.2 nm thicker, bare-face change: -0.0675 eV
No correlation, bare-face change: -1.0397 eV
Adsorbate coverage assumed: 4.0 /nm^2
Adsorbate polarizability volume assumed: 0.0010 nm^3
Dipole loss by mutual depolarization: 6.74 percent
Lateral structure factor at the jump: 1.5e-04
Fermi-level shift scale at 300 K: 4.7e-05 eV
```
